**Strain splitting of a fourfold acceptor level: numerical test**

The program tests that a small homogeneous strain \(e\) splits a \(\Gamma_8\) acceptor level into two Kramers doublets separated by \(2|h|\), where \(h\) is a five-component vector linear in strain, with deformation potentials \(b'\) and \(d'\). It builds the Hamiltonian from spin-3/2 matrices and asserts the anticommutation relations, the behaviour under time reversal and the count of three linear couplings allowed by symmetry. For 400 random strains it compares diagonalized levels with the formula; the largest difference is \(1.2\times10^{-14}\) eV. It also asserts the lower bound on the splitting, 3.429 eV per unit deviatoric norm for the chosen constants, and that a diagonal strain attains it. For boron in silicon under 50 MPa compression along [110], with rough material constants, the output gives a splitting of 1.34 meV. A six-state model with an excited \(\Gamma_7\) doublet keeps all levels twofold and raises this splitting by 2.8%. The program asserts that this correction is of second order in strain and that a magnetic field splits both doublets. The effects of neighbouring ions and of acceptor overlap are order-of-magnitude estimates, not tests.

## Check in Python

```python
"""
Result under test: a fourfold (Gamma8, spin-3/2-like) acceptor level in a cubic
crystal under a small homogeneous strain e splits into two Kramers doublets,
separated by 2|h|, where
  |h|^2 = b^2/2 [(exx-eyy)^2 + (eyy-ezz)^2 + (ezz-exx)^2]
          + d^2 (exy^2 + eyz^2 + ezx^2).
b, d : acceptor deformation potentials (eV); e : tensor strain on cubic axes.
J    : spin-3/2 matrices (hbar = 1); energies are hole energies.
The strain Hamiltonian is built from J and diagonalized; the formulas are
compared with that. Material data are rough typical values for Si:B.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.spatial.transform import Rotation


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j,
            np.diag(m) + 0j]


J = spin_matrices(1.5)
Jx, Jy, Jz = J
one4 = np.eye(4)
PAIRS = [(1, 2), (2, 0), (0, 1)]


def strain_hamiltonian(e, a, b, d):
    H = a * np.trace(e) * one4 + 0j
    for i in range(3):
        H = H + b * e[i, i] * (J[i] @ J[i] - 1.25 * one4)
    for i, k in PAIRS:
        H = H + d / np.sqrt(3) * e[i, k] * (J[i] @ J[k] + J[k] @ J[i])
    return H


def h_vector(e, b, d):
    return np.array([d * e[1, 2], d * e[2, 0], d * e[0, 1],
                     np.sqrt(3) / 2 * b * (e[0, 0] - e[1, 1]),
                     b * (e[2, 2] - (e[0, 0] + e[1, 1]) / 2)])


# ---- the five matrices: anticommutation and time reversal ----
gammas = [(J[i] @ J[k] + J[k] @ J[i]) / np.sqrt(3) for i, k in PAIRS]
gammas += [(Jx @ Jx - Jy @ Jy) / np.sqrt(3), Jz @ Jz - 1.25 * one4]
clifford_error = 0.0
for p in range(5):
    for q in range(5):
        anti = gammas[p] @ gammas[q] + gammas[q] @ gammas[p]
        clifford_error = max(clifford_error,
                             np.abs(anti - 2 * (p == q) * one4).max())
assert clifford_error < 1e-12

U = expm(-1j * np.pi * Jy)


def time_reversed(M):
    return U @ M.conj() @ U.conj().T


assert np.allclose(U @ U.conj(), -one4, atol=1e-12)
assert all(np.allclose(time_reversed(M), -M, atol=1e-12) for M in J)
assert all(np.allclose(time_reversed(M), M, atol=1e-12) for M in gammas)

# ---- orthonormal bases of Hermitian 4x4 matrices and of strains ----
herm = []
for i in range(4):
    M = np.zeros((4, 4), complex)
    M[i, i] = 1
    herm.append(M)
    for k in range(i + 1, 4):
        for phase in (1, 1j):
            M = np.zeros((4, 4), complex)
            M[i, k] = phase / np.sqrt(2)
            M[k, i] = np.conj(phase) / np.sqrt(2)
            herm.append(M)
strain_basis = []
for i in range(3):
    for k in range(i, 3):
        M = np.zeros((3, 3))
        M[i, k] = M[k, i] = 1 if i == k else 1 / np.sqrt(2)
        strain_basis.append(M)


def action_on_hermitian(f):
    return np.array([[np.trace(P @ f(Q)).real for Q in herm] for P in herm])


time_action = action_on_hermitian(time_reversed)
n_even = 16 - np.linalg.matrix_rank(time_action - np.eye(16), tol=1e-9)
assert n_even == 6

# ---- count all linear strain couplings allowed by cubic symmetry ----
conditions = []
for rotvec in (np.array([0, 0, np.pi / 2]),
               2 * np.pi / 3 * np.ones(3) / np.sqrt(3)):
    D = expm(-1j * sum(rotvec[i] * J[i] for i in range(3)))
    R = Rotation.from_rotvec(rotvec).as_matrix()
    A = action_on_hermitian(lambda M: D @ M @ D.conj().T)
    S = np.array([[np.sum(P * (R @ Q @ R.T)) for Q in strain_basis]
                  for P in strain_basis])
    conditions.append(np.kron(A, np.eye(6)) - np.kron(np.eye(16), S.T))
rotation_conditions = np.vstack(conditions)
all_conditions = np.vstack(
    [rotation_conditions, np.kron(time_action - np.eye(16), np.eye(6))])
n_rotation = 96 - np.linalg.matrix_rank(rotation_conditions, tol=1e-9)
n_couplings = 96 - np.linalg.matrix_rank(all_conditions, tol=1e-9)
assert n_rotation == 4 and n_couplings == 3
coupling_vectors = []
for abd in np.eye(3):
    c = np.array([[np.trace(P @ strain_hamiltonian(e, *abd)).real
                   for e in strain_basis] for P in herm]).ravel()
    assert np.abs(all_conditions @ c).max() < 1e-11
    coupling_vectors.append(c)
assert np.linalg.matrix_rank(np.array(coupling_vectors), tol=1e-9) == 3

# ---- random strains: levels, components, projectors, lower bound ----
b_def, d_def = -1.4, -3.7      # eV, rough values for boron in silicon
rng = np.random.default_rng(7)
bound = 2 * min(np.sqrt(1.5) * abs(b_def), abs(d_def) / np.sqrt(2))
max_level_error = 0.0
smallest_ratio = np.inf
for trial in range(400):
    e = rng.normal(size=(3, 3))
    e = (e + e.T) / 2
    a_test = rng.normal()
    H = strain_hamiltonian(e, a_test, b_def, d_def)
    levels, vectors = np.linalg.eigh(H)
    exx, eyy, ezz = np.diag(e)
    h_abs = np.sqrt(b_def**2 / 2 * ((exx - eyy)**2 + (eyy - ezz)**2
                                    + (ezz - exx)**2)
                    + d_def**2 * (e[0, 1]**2 + e[1, 2]**2 + e[2, 0]**2))
    predicted = a_test * np.trace(e) + h_abs * np.array([-1, -1, 1, 1])
    max_level_error = max(max_level_error, np.abs(levels - predicted).max())
    traces = np.array([np.trace(H @ g).real / 4 for g in gammas])
    h = h_vector(e, b_def, d_def)
    assert np.allclose(traces, h, atol=1e-11)
    P_low = vectors[:, :2] @ vectors[:, :2].conj().T
    P_formula = (one4 - sum(x * g for x, g in zip(h, gammas)) / h_abs) / 2
    assert np.allclose(P_low, P_formula, atol=1e-9)
    assert np.allclose(time_reversed(P_low), P_low, atol=1e-9)
    deviator = e - np.trace(e) / 3 * np.eye(3)
    ratio = (levels[2] - levels[0]) / np.linalg.norm(deviator)
    smallest_ratio = min(smallest_ratio, ratio)
assert max_level_error < 1e-11
assert smallest_ratio >= bound - 1e-10
diagonal_strain = np.diag([1.0, -1.0, 0.0]) / np.sqrt(2)
lv = np.linalg.eigvalsh(strain_hamiltonian(diagonal_strain, 0, b_def, d_def))
assert abs(lv[2] - lv[0] - bound) < 1e-11      # the bound is attained
lv = np.linalg.eigvalsh(strain_hamiltonian(np.eye(3), 1.0, b_def, d_def))
assert np.ptp(lv) < 1e-11                      # hydrostatic: no splitting

# ---- worked example: uniaxial stress on boron in silicon ----
C11, C12, C44 = 166.0, 64.0, 80.0    # GPa, rough
stress = -0.050                     # GPa, negative means compression
stiffness = np.zeros((6, 6))
stiffness[:3, :3] = C12
stiffness[range(3), range(3)] = C11
stiffness[range(3, 6), range(3, 6)] = C44


def strain_from_stress(axis):
    n = np.array(axis, float)
    n /= np.linalg.norm(n)
    s = stress * np.outer(n, n)
    v = np.linalg.solve(stiffness, [s[0, 0], s[1, 1], s[2, 2],
                                    s[1, 2], s[2, 0], s[0, 1]])
    return np.array([[v[0], v[5] / 2, v[4] / 2],
                     [v[5] / 2, v[1], v[3] / 2],
                     [v[4] / 2, v[3] / 2, v[2]]]), n


splitting, character, strains = {}, {}, {}
for name, axis in (("001", (0, 0, 1)), ("110", (1, 1, 0)),
                   ("111", (1, 1, 1))):
    e, n = strain_from_stress(axis)
    lv, vec = np.linalg.eigh(strain_hamiltonian(e, 0, b_def, d_def))
    Jn = sum(n[i] * J[i] for i in range(3))
    low = vec[:, :2]
    strains[name] = e
    splitting[name] = lv[2] - lv[0]
    character[name] = np.trace(low.conj().T @ Jn @ Jn @ low).real / 2
delta001 = 2 * abs(b_def * stress) / (C11 - C12)
delta111 = abs(d_def * stress) / (np.sqrt(3) * C44)
delta110 = np.sqrt(delta001**2 / 4 + 3 * delta111**2 / 4)
for name, value in (("001", delta001), ("111", delta111), ("110", delta110)):
    assert abs(splitting[name] - value) < 1e-13

e110 = strains["110"]
H110 = strain_hamiltonian(e110, 0, b_def, d_def)
levels110 = np.linalg.eigvalsh(H110)
h110 = h_vector(e110, b_def, d_def)
delta = splitting["110"]

# ---- neglected excited level: orbital triplet times spin one-half ----
gap = 0.023                         # eV, rough Gamma7 excitation energy
L1, S1 = spin_matrices(1), spin_matrices(0.5)
L = [np.kron(M, np.eye(2)) for M in L1]
S = [np.kron(np.eye(3), M) for M in S1]
LS = sum(L[i] @ S[i] for i in range(3))


def six_levels(e):
    H = -2 / 3 * gap * (LS - 0.5 * np.eye(6))
    for i in range(3):
        H = H + 3 * b_def * e[i, i] * (L[i] @ L[i] - 2 / 3 * np.eye(6))
    for i, k in PAIRS:
        H = H + np.sqrt(3) * d_def * e[i, k] * (L[i] @ L[k] + L[k] @ L[i])
    return np.linalg.eigvalsh(H)


def excess(name, scale):
    lv6 = six_levels(scale * strains[name])
    assert np.abs(lv6[1::2] - lv6[::2]).max() < 1e-14
    return lv6[2] - lv6[0] - scale * splitting[name]


mixing110 = excess("110", 1.0)
order_ratio = excess("110", 0.1) / excess("110", 0.05)
assert abs(order_ratio - 4) < 0.05       # correction is second order
small_h = 0.01 * splitting["001"] / 2
assert abs(excess("001", 0.01) / (2 * small_h**2 / gap) - 1) < 0.02

# ---- other neglected effects ----
temperature = 1.0                   # K
kT = const.k * temperature / const.e
boltzmann = np.exp(-delta / kT)
upper_fraction = boltzmann / (1 + boltzmann)
residual_strain = 1e-6
random_e = residual_strain * np.diag([-0.5, -0.5, 1.0])
lv = np.linalg.eigvalsh(strain_hamiltonian(random_e, 0, b_def, d_def))
random_splitting = lv[2] - lv[0]
g_factor, field_T = 1.1, 50e-6      # rough g-factor, Earth-like field
mu_B = const.physical_constants["Bohr magneton in eV/T"][0]
zeeman = g_factor * mu_B * field_T * (Jx + Jy) / np.sqrt(2)
lv = np.linalg.eigvalsh(H110 + zeeman)
zeeman_low, zeeman_high = lv[1] - lv[0], lv[3] - lv[2]
assert zeeman_low > 1e-10 and zeeman_high > 1e-10
density = 1e15                      # acceptors per cm3
distance = (3 / (4 * np.pi * density))**(1 / 3) * 1e7   # nm
permittivity, binding, mass, dipole = 11.7, 0.045, 0.25, 0.005
ion_field = const.e / (4 * np.pi * const.epsilon_0 * permittivity
                       * (distance * 1e-9)**2)          # V/m
radius = const.hbar / np.sqrt(2 * mass * const.m_e * binding * const.e) * 1e9
stark = 2 * dipole * ion_field * 1e-9                   # eV
quadrupole = radius**2 * ion_field * 1e-9 / distance    # eV
overlap = binding * np.exp(-distance / radius)          # eV

print(f"largest anticommutator error: {clifford_error:.1e}")
print(f"time-even Hermitian 4x4 matrices, dimension: {n_even}")
print(f"linear couplings, rotations only: {n_rotation}")
print(f"linear couplings, with time reversal: {n_couplings}")
print(f"largest level error, 400 random strains: {max_level_error:.1e} eV")
print(f"lower bound of splitting per deviatoric norm: {bound:.3f} eV")
print(f"smallest sampled splitting per norm: {smallest_ratio:.3f} eV")
print(f"b' (rough): {b_def:.1f} eV")
print(f"d' (rough): {d_def:.1f} eV")
print(f"C11, C12, C44 (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"uniaxial stress: {stress * 1000:.0f} MPa")
print(f"[110] stress: exx = eyy = {e110[0, 0]:.4e}")
print(f"[110] stress: ezz = {e110[2, 2]:.4e}")
print(f"[110] stress: exy = {e110[0, 1]:.4e}")
for index, value in enumerate(h110, 1):
    print(f"[110] stress: h{index} = {value * 1000 + 0.0:.4f} meV")
print(f"[110] stress: |h| = {np.linalg.norm(h110) * 1000:.4f} meV")
print("[110] levels without common shift:",
      ", ".join(f"{x * 1000:.4f}" for x in levels110), "meV")
for name in splitting:
    print(f"splitting, stress along [{name}]: "
          f"{splitting[name] * 1000:.4f} meV")
    print(f"lower doublet, mean (J.n)^2, [{name}]: {character[name]:.4f}")
print(f"Gamma7 excitation energy (rough): {gap * 1000:.0f} meV")
print(f"[110] splitting change by Gamma7 mixing: {mixing110 * 1000:.4f} meV")
print(f"same, relative: {100 * mixing110 / delta:.2f} %")
print(f"mixing correction ratio when strain doubles: {order_ratio:.3f}")
print(f"temperature: {temperature:.1f} K, kT = {kT * 1000:.4f} meV")
print(f"thermal fraction in upper doublet: {upper_fraction:.2e}")
print(f"residual [001] strain (assumed): {residual_strain:.0e}")
print(f"splitting by residual strain alone: {random_splitting * 1e6:.2f} ueV")
print(f"g-factor (rough): {g_factor:.1f}, field: {field_T * 1e6:.0f} uT")
print(f"Zeeman splitting, lower doublet: {zeeman_low * 1e6:.5f} ueV")
print(f"Zeeman splitting, upper doublet: {zeeman_high * 1e6:.5f} ueV")
print(f"acceptor density: {density:.0e} cm^-3, spacing: {distance:.1f} nm")
print(f"relative permittivity (rough): {permittivity:.1f}")
print(f"binding energy (rough): {binding * 1000:.0f} meV")
print(f"hole mass (rough): {mass:.2f} m0, decay length: {radius:.2f} nm")
print(f"field of one ion at that spacing: {ion_field / 1e5:.3f} kV/cm")
print(f"linear field coupling (rough): {dipole:.3f} e nm")
print(f"linear Stark splitting, estimate: {stark * 1e6:.2f} ueV")
print(f"field-gradient energy, estimate: {quadrupole * 1e6:.2f} ueV")
print(f"overlap energy of neighbours, estimate: {overlap * 1e6:.1e} ueV")
print("finished without a failed check")
```

Output:

```
largest anticommutator error: 0.0e+00
time-even Hermitian 4x4 matrices, dimension: 6
linear couplings, rotations only: 4
linear couplings, with time reversal: 3
largest level error, 400 random strains: 1.2e-14 eV
lower bound of splitting per deviatoric norm: 3.429 eV
smallest sampled splitting per norm: 3.482 eV
b' (rough): -1.4 eV
d' (rough): -3.7 eV
C11, C12, C44 (rough): 166, 64, 80 GPa
uniaxial stress: -50 MPa
[110] stress: exx = eyy = -1.3839e-04
[110] stress: ezz = 1.0671e-04
[110] stress: exy = -1.5625e-04
[110] stress: h1 = 0.0000 meV
[110] stress: h2 = 0.0000 meV
[110] stress: h3 = 0.5781 meV
[110] stress: h4 = 0.0000 meV
[110] stress: h5 = -0.3431 meV
[110] stress: |h| = 0.6723 meV
[110] levels without common shift: -0.6723, -0.6723, 0.6723, 0.6723 meV
splitting, stress along [001]: 1.3725 meV
lower doublet, mean (J.n)^2, [001]: 0.2500
splitting, stress along [110]: 1.3446 meV
lower doublet, mean (J.n)^2, [110]: 0.2501
splitting, stress along [111]: 1.3351 meV
lower doublet, mean (J.n)^2, [111]: 0.2500
Gamma7 excitation energy (rough): 23 meV
[110] splitting change by Gamma7 mixing: 0.0381 meV
same, relative: 2.83 %
mixing correction ratio when strain doubles: 3.994
temperature: 1.0 K, kT = 0.0862 meV
thermal fraction in upper doublet: 1.67e-07
residual [001] strain (assumed): 1e-06
splitting by residual strain alone: 4.20 ueV
g-factor (rough): 1.1, field: 50 uT
Zeeman splitting, lower doublet: 0.00318 ueV
Zeeman splitting, upper doublet: 0.00955 ueV
acceptor density: 1e+15 cm^-3, spacing: 62.0 nm
relative permittivity (rough): 11.7
binding energy (rough): 45 meV
hole mass (rough): 0.25 m0, decay length: 1.84 nm
field of one ion at that spacing: 0.320 kV/cm
linear field coupling (rough): 0.005 e nm
linear Stark splitting, estimate: 0.32 ueV
field-gradient energy, estimate: 1.75 ueV
overlap energy of neighbours, estimate: 1.0e-10 ueV
finished without a failed check
```
